\section*{The Fictitious-Charge-Particle Potentiostat: Conserved Energy, Frequency and Time Step}

\section{Result}

The fictitious-charge-particle potentiostat treats the excess electron number $n$ of a cell as a classical coordinate with fictitious mass $M$ and momentum $P$. In Hartree atomic units, with $A(r,n)$ the self-consistent electronic free energy at ionic coordinates $r$, $\mu=\partial A/\partial n$ the Fermi level, $\mu_{\rm ext}$ its target and $K_{\rm ion}$ the ionic kinetic energy,
\begin{equation}
\dot n=\frac{P}{M},\qquad \dot P=\mu_{\rm ext}-\mu(r,n),\qquad
H=K_{\rm ion}+\frac{P^2}{2M}+A-\mu_{\rm ext}n=\text{const}.
\end{equation}
With frozen ions and small amplitude the charge oscillates at $\omega_0=1/\sqrt{MC_0}$, where $1/C_0=\partial^2A/\partial n^2$ at fixed $r$. With moving ions the modes mix. Velocity Verlet is linearly stable for $\Delta t<2/\omega_{\max}$, where the highest coupled frequency obeys $\max(\omega_0^2,\omega_{\rm ion}^2)\le\omega_{\max}^2\le\omega_0^2+\omega_{\rm ion}^2$ and $\omega_{\rm ion}$ is the highest ionic frequency at fixed $n$. In the harmonic regime the swing of $H$, relative to the largest value of $H$ above the minimum of $A-\mu_{\rm ext}n$ along the run, does not exceed $\varepsilon$ if
\begin{equation}
\Delta t\le\frac{2\sqrt{\varepsilon}}{\sqrt{\omega_0^2+\omega_{\rm ion}^2}}.
\label{rule}
\end{equation}

\section{A plate capacitor by hand}

An ideal metal plate of area $S$ carries charge $-n$ and faces a grounded counter electrode at distance $d$, with no field behind it. The field in the gap has magnitude $4\pi n/S$, so the field energy is $(4\pi n/S)^2Sd/8\pi=n^2/2C_0$ with $C_0=S/4\pi d$. If $\mu_0$ is the Fermi level of the neutral plate,
\begin{equation}
A(n)=\mu_0n+\frac{n^2}{2C_0},\qquad \mu=\frac{dA}{dn}=\mu_0+\frac{n}{C_0}.
\end{equation}
The energy diverges as $d\to\infty$, so a charged plate needs a countercharge at finite distance. Here the counter electrode provides it and also fixes the zero of $\mu$.

A reservoir holds electrons at energy $\mu_{\rm ext}$ each. Moving $n$ of them to the plate changes its energy by $-\mu_{\rm ext}n$, so the total potential energy is $\Omega=A-\mu_{\rm ext}n$. The Lagrangian $\tfrac12M\dot n^2-\Omega$ gives $P=M\dot n$ and $\dot P=-d\Omega/dn=\mu_{\rm ext}-\mu$: electrons are pushed in when the Fermi level lies below the target. The force vanishes at $n^*=C_0(\mu_{\rm ext}-\mu_0)$. With $y=n-n^*$ one has $\mu-\mu_{\rm ext}=y/C_0$, so $M\ddot y=-y/C_0$ and $\omega_0^2=1/(MC_0)$. This is an $LC$ circuit with $M$ as the inductance. Since $C_0\propto S$, a fixed frequency requires $M\propto1/S$.

\subsection{One Verlet step}

Write $\omega$ for the frequency, $F=-M\omega^2y$ for the force and $a=\omega\Delta t$. A half kick, a drift and a half kick give
\begin{align}
P_{1/2}&=P-\tfrac12\Delta t\,M\omega^2y,\\
y'&=y+\frac{\Delta t}{M}P_{1/2}=\Big(1-\frac{a^2}{2}\Big)y+\frac{\Delta t}{M}P,\\
P'&=P-\tfrac12\Delta t\,M\omega^2(y+y')=\Big(1-\frac{a^2}{2}\Big)P-\Delta t\,M\omega^2\Big(1-\frac{a^2}{4}\Big)y,
\end{align}
where the last line uses $y+y'=(2-a^2/2)y+\Delta t\,P/M$. The step is the matrix
\begin{equation}
T=\begin{pmatrix}c&b\\-g&c\end{pmatrix},\quad c=1-\frac{a^2}{2},\quad b=\frac{\Delta t}{M},\quad g=\Delta t\,M\omega^2\Big(1-\frac{a^2}{4}\Big).
\end{equation}
Its determinant is $c^2+bg=(1-a^2+a^4/4)+(a^2-a^4/4)=1$ and its trace is $2c$. A $2\times2$ matrix satisfies its characteristic equation, $T^2-2cT+1=0$, so $y_{j+1}+y_{j-1}=2c\,y_j$; a start from rest has $y_1=c\,y_0$.

For $a<2$, $|c|<1$ and one may set $c=\cos\theta$. The identity $\cos(j+1)\theta+\cos(j-1)\theta=2\cos\theta\cos j\theta$ shows that $y_j=y_0\cos j\theta$ solves the recursion. From $1-\cos\theta=2\sin^2(\theta/2)=a^2/2$,
\begin{equation}
\sin\frac{\theta}{2}=\frac a2,\qquad \tilde\omega=\frac{\theta}{\Delta t}=\frac{2}{\Delta t}\arcsin\frac{\omega\Delta t}{2}>\omega .
\label{shift}
\end{equation}
For $a>2$, $c<-1$; setting $c=-\cosh\gamma$, the same identity for $\cosh$ gives $y_j=y_0(-1)^j\cosh j\gamma$ with $\cosh\gamma=a^2/2-1$, a growing oscillation that changes sign at each step. At $a=2$, $g=0$ and $c=-1$, and a nonzero $P$ makes $|y|$ grow linearly. Stability therefore means $a<2$.

The step conserves a quadratic form. The cross terms $2gcb\,yP$ and $-2bcg\,yP$ cancel in
\begin{equation}
g(cy+bP)^2+b(cP-gy)^2=(c^2+bg)(gy^2+bP^2)=gy^2+bP^2 .
\end{equation}
Division by $2\Delta t$ gives $P^2/2M+(1-a^2/4)V$ with $V=\tfrac12M\omega^2y^2$. Because $(a^2/4)V=\Delta t^2M\omega^4y^2/8=\Delta t^2F^2/8M$, the exact invariant of the discrete harmonic motion is $\tilde H=H-\Delta t^2F^2/8M$. Thus $H=\tilde H+(a^2/4)V$ oscillates without drift, and its swing is at most $a^2/4$ times the largest $V$.

\section{Adding one ion}

With the counter electrode at $z=L$, a sheet of charge density $\sigma$ at $z=s$ produces $\phi(z)=4\pi\sigma[L-\max(z,s)]$: this vanishes at $L$, is flat to the left of the sheet, and its slope jumps by $-4\pi\sigma$ there, as Poisson's equation demands. Place in the gap a fixed sheet $-q$ at $z_0$ and a mobile sheet $+q$ of mass $m$ at $z_0+x$. At the plate their potential is $4\pi(q/S)[(L-z_0-x)-(L-z_0)]=-4\pi qx/S$, and the charge $-n$ gains the energy $+\lambda nx$ with $\lambda=4\pi q/S$. The electrostatic self-energy of two ideal sheets is $2\pi q^2|x|/S$; it becomes quadratic at small $x$ once the sheets have a width. With the internal energy of the layer, its own electrostatics included, modelled as $\tfrac12kx^2$ with $k>0$,
\begin{equation}
A(n,x)=\mu_0n+\frac{n^2}{2C_0}+\lambda nx+\tfrac12kx^2 .
\end{equation}
If the ion relaxes, $\partial A/\partial x=0$ gives $x=-\lambda n/k$, and $\mu=\mu_0+n/C_0+\lambda x=\mu_0+n/C_{\rm rel}$ with
\begin{equation}
\frac1{C_{\rm rel}}=\frac1{C_0}-\frac{\lambda^2}{k}.
\end{equation}
The layer screens the field and raises the capacitance; a minimum of $\Omega$ exists if $C_{\rm rel}>0$.

Small displacements obey $M\delta\ddot n=-\delta n/C_0-\lambda\,\delta x$ and $m\,\delta\ddot x=-\lambda\,\delta n-k\,\delta x$. A solution proportional to $\cos\omega t$ requires a vanishing determinant; with $\omega_{\rm ion}^2=k/m$,
\begin{equation}
(\omega_0^2-\omega^2)(\omega_{\rm ion}^2-\omega^2)=\frac{\lambda^2}{Mm},\qquad
\omega_\pm^2=\frac{\omega_0^2+\omega_{\rm ion}^2}{2}\pm\sqrt{\Big(\frac{\omega_0^2-\omega_{\rm ion}^2}{2}\Big)^2+\frac{\lambda^2}{Mm}} .
\label{modes}
\end{equation}
The root exceeds $|\omega_0^2-\omega_{\rm ion}^2|/2$ for $\lambda\neq0$, so $\omega_+$ lies above both uncoupled frequencies and the limit $2/\omega_+$ is shorter than $2\sqrt{MC_0}$. The product of the roots is $\omega_0^2\omega_{\rm ion}^2-\lambda^2/Mm=\omega_{\rm ion}^2/(MC_{\rm rel})$.

For small $M$, $\omega_0\gg\omega_{\rm ion}$. Putting $\omega^2\approx\omega_0^2$ in the second factor of \eqref{modes} gives $\omega_+^2\approx\omega_0^2+\lambda^2/(Mm\omega_0^2)$, or $MC_0\omega_+^2\approx1+M\lambda^2C_0^2/m$: the ion cannot follow and the charge sees $C_0$. For large $M$ the roles swap, $\omega_+^2\approx\omega_{\rm ion}^2+\lambda^2/(Mm\omega_{\rm ion}^2)$, and the product gives $MC_{\rm rel}\,\omega_-^2=\omega_{\rm ion}^2/\omega_+^2\approx1-m\lambda^2/Mk^2$: the ion follows and the charge sees $C_{\rm rel}$.

\section{The general method}

\subsection{Forces}

In Kohn--Sham theory at electronic temperature $T_e$, the Mermin functional is $\mathcal F=E[\psi_i,f_i;r]+T_e\sum_i[f_i\ln f_i+(1-f_i)\ln(1-f_i)]$, with all electrostatics computed from a Green function that vanishes on the counter electrode, as in the effective screening medium method. $A(r,n)$ is the stationary value of
\begin{equation}
\mathcal L=\mathcal F-\mu\Big(\sum_if_i-N_0-n\Big)
\end{equation}
over orthonormal orbitals, occupations and the multiplier $\mu$, with $N_0$ the neutral electron number. Since $\partial E/\partial f_i=\langle\psi_i|\hat h|\psi_i\rangle=\epsilon_i$, stationarity in $f_i$ reads $\epsilon_i+T_e\ln[f_i/(1-f_i)]=\mu$, so $f_i$ is the Fermi function and the multiplier is the Fermi level. When $n$ or $r$ changes, the induced changes of $\psi_i$, $f_i$ and $\mu$ do not alter $\mathcal L$ to first order, and the explicit dependence remains: $\partial A/\partial n=\mu$, and $\partial A/\partial r=\partial E/\partial r$, the Hellmann--Feynman expression for a basis that does not move with the ions.

\subsection{Conserved quantities}

The Lagrangian $\sum_I\tfrac12m_I\dot r_I^2+\tfrac12M\dot n^2-\Omega$ with $\Omega=A-\mu_{\rm ext}n$ gives $\dot p_I=-\partial A/\partial r_I$ and the equations for $n$ stated at the start. Along the motion,
\begin{equation}
\dot H=\sum_I\dot r_I\Big(\dot p_I+\frac{\partial A}{\partial r_I}\Big)+\dot n\,\big(\dot P+\mu-\mu_{\rm ext}\big)=0 ,
\end{equation}
at any amplitude. If incomplete self-consistency returns $\mu+\delta\mu$ and ionic forces $F_I+\delta F_I$, the brackets equal $\delta F_I$ and $-\delta\mu$, and $H$, evaluated with the converged $A$, changes at the rate $\dot H=\sum_I\dot r_I\,\delta F_I-\dot n\,\delta\mu$. Without friction $\mu$ does not settle at the target; integrating $\dot P$ over a time $\tau$ shows that its average deviates from $\mu_{\rm ext}$ by $-[P(\tau)-P(0)]/\tau$, which decays as $1/\tau$ for bounded $P$.

A Nos\'e--Hoover thermostat on $n$ at temperature $T$ changes the equations to $\dot P=\mu_{\rm ext}-\mu-\xi P$, $Q\dot\xi=P^2/M-k_BT$, $\dot\eta=\xi$. The bracket now gives $\dot H=-\xi P^2/M$. For $G=H+\tfrac12Q\xi^2$, $\dot G=-\xi P^2/M+\xi(P^2/M-k_BT)=-k_BT\xi$, so $H'=G+k_BT\eta$ is conserved. The flow $u$ in $(r,p,n,P,\xi)$ has divergence $\partial\dot P/\partial P=-\xi$, and for $w=e^{-G/k_BT}$, $\nabla\cdot(wu)=w(-\xi-\dot G/k_BT)=0$. The density $w$ is stationary; this does not show that one trajectory samples it.

\subsection{Capacitances and fluctuations}

Subscripts on $A$ denote derivatives at the minimum of $\Omega$. At fixed ions $\delta\mu=A_{nn}\delta n$, so $1/C_0=A_{nn}$. With relaxed ions $A_{rn}\delta n+A_{rr}\delta r=0$ and $\delta\mu=A_{nn}\delta n+A_{nr}\delta r$, so $1/C_{\rm rel}=A_{nn}-A_{nr}A_{rr}^{-1}A_{rn}\le1/C_0$, because $A_{rr}$ is positive definite once its zero modes, such as free translations of all ions together, are removed. These do not couple to the charge: at a minimum the full Hessian is positive semidefinite, so a displacement $t$ with $A_{rr}t=0$ must also have $A_{nr}t=0$, or the quadratic form $A_{nn}s^2+2sA_{nr}t$ would be negative for some small $s$.

The configurational weight is $e^{-\Omega/k_BT}$, which does not contain $M$. If it and its derivative with respect to $n$ vanish at the ends of the range of $n$, both of the following integrals of total derivatives vanish:
\begin{align}
0&=\int dn\,\partial_ne^{-\Omega/k_BT}\ \Rightarrow\ \langle\mu\rangle=\mu_{\rm ext},\\
0&=\int dn\,\partial_n\big[(\mu-\mu_{\rm ext})e^{-\Omega/k_BT}\big]\ \Rightarrow\ \langle(\mu-\mu_{\rm ext})^2\rangle=k_BT\langle\partial_n^2A\rangle .
\end{align}
The last average is $1/C_0$ in the harmonic approximation. The same argument for displacements $y_\alpha$ of $(n,r)$ gives $\langle y_\alpha\,\partial_\beta\Omega\rangle=k_BT\delta_{\alpha\beta}$; for quadratic $\Omega$, with the zero modes removed, the covariance is then $k_BT$ times the inverse Hessian. Its $nn$ element is $\delta n$ per unit $\delta\mu$ at zero ionic force, so $\langle\delta n^2\rangle=k_BT\,C_{\rm rel}$.

\subsection{Step rule}

The mass-weighted Hessian $\mathcal D$ has $nn$ element $\omega_0^2$, an ionic block $B$ with top eigenvalue $\omega_{\rm ion}^2$, and a coupling column $\beta$. Its top eigenvalue is the maximum of $s^2\omega_0^2+2s\,\beta\cdot t+t\cdot Bt$ over unit vectors $(s,t)$. The choices $t=0$ and $s=0$ give the lower bound. At a minimum $\mathcal D$ is positive semidefinite, so its restriction to the plane of $(s,0)$ and $(0,t)$ has nonnegative determinant, $(s\,\beta\cdot t)^2\le s^2\omega_0^2\;t\cdot Bt$. The form is therefore at most $(|s|\omega_0+|t|\omega_{\rm ion})^2$, which the Cauchy--Schwarz inequality bounds by $(s^2+|t|^2)(\omega_0^2+\omega_{\rm ion}^2)$. This is the upper bound.

For quadratic $\Omega$, Verlet in mass-weighted coordinates is linear and separates into normal modes $\nu$, each with the matrix $T$ and $a_\nu=\omega_\nu\Delta t$. The rotation to modes preserves the squared length of the mass-weighted force, so
\begin{equation}
\tilde H=H-\frac{\Delta t^2}{8}\Big[\frac{(\mu_{\rm ext}-\mu)^2}{M}+\sum_I\frac{F_I^2}{m_I}\Big]=H-\sum_\nu\frac{a_\nu^2}{4}V_\nu
\label{shadow}
\end{equation}
is conserved. The sum lies between zero and $(a_{\max}^2/4)(H-\Omega_{\min})$, so the swing of $H$ relative to the largest $H-\Omega_{\min}$ is at most $a_{\max}^2/4$. For a start from rest each $V_\nu\propto\cos^2j\theta_\nu$ is largest at $j=0$, and so is $H$. Demanding $a_{\max}^2/4\le\varepsilon$ and using the upper bound yields \eqref{rule}. Solved for the mass at a given step, which is possible if $4\varepsilon/\Delta t^2>\omega_{\rm ion}^2$, it reads $M\ge1/[C_0(4\varepsilon/\Delta t^2-\omega_{\rm ion}^2)]$.

One step of the algorithm is: (i) $P\mathrel{+}=\tfrac12\Delta t(\mu_{\rm ext}-\mu)$ and $p_I\mathrel{+}=\tfrac12\Delta tF_I$; (ii) $n\mathrel{+}=\Delta tP/M$ and $r_I\mathrel{+}=\Delta t\,p_I/m_I$; (iii) self-consistency at the new $n$ and $r$, giving $A$, $\mu$, $F_I$; (iv) repeat (i); (v) record $H$ and $\tilde H$. The step analysis covers this scheme without thermostat and is local: where the curvature along a trajectory is larger than at the minimum, the rule needs the larger value.

\section{Worked example: a jellium electrode}

\subsection{Model}

A laterally uniform jellium slab with $r_s=3$ bohr, background density $\rho_+$, fills $8<z<18$ bohr. The orbitals vanish at $z=0$ and at the counter electrode $L=32$ bohr; $S=200$ bohr$^2$, $T_e=0.005$ Ha, and the neutral cell holds 17.68 electrons. The polar layer has $q=2$, $z_0=27$ bohr, Gaussian sheets of standard deviation 0.5 bohr, $k=0.05$ Ha/bohr$^2$ and $m=20000$; its potential is $\phi(z;x)$. For small $x$ the field of the layer is $(4\pi q/S)\,x\,g(z)$ in magnitude, with $g$ the normalized Gaussian of width $w$ and $\int g^2dz=1/(2\sqrt\pi w)$, so its field energy is $\tfrac12k_Cx^2$ with $k_C=2\sqrt\pi q^2/(Sw)=0.142$ Ha/bohr$^2$. The chosen total $k$ is smaller than $k_C$, which implies a negative short-range stiffness. The layer overscreens: $\lambda^2/k$ equals $4\pi/S$ times 5.0 bohr, whereas $k\ge k_C$ would give at most $2\sqrt\pi w=1.8$ bohr. The choice makes the coupling between $n$ and $x$ strong; it does not represent an ordinary dielectric layer. The functional is LDA with Slater exchange and VWN correlation.

In-plane motion is free, with $2\int d^2k_\parallel/(2\pi)^2=\int dE/\pi$, so subband $i$ holds $N_i=(T_e/\pi)\ln(1+e^{\eta_i})$ electrons per area, $\eta_i=(\mu-\epsilon_i)/T_e$, and $\rho=\sum_iN_i\psi_i^2$. Minus the integral of $\sum_iN_i$ over $\mu$ is the noninteracting grand potential per area; adding $\mu\int\rho$ and removing the Kohn--Sham potential energy leaves the kinetic and entropy terms. With $\varrho=\rho_+-\rho$ and $\mathcal G=4\pi[L-\max(z,z')]$,
\begin{align}
A=S\Big[&-\frac{T_e^2}{\pi}\sum_i\int_{-\infty}^{\eta_i}\!\ln(1+e^t)\,dt+\int(\mu-v)\rho\nonumber\\
&+\tfrac12\iint\varrho\,\mathcal G\varrho+\int\varrho\,\phi+\int\rho\,\epsilon_{xc}\Big]+\tfrac12kx^2,
\end{align}
where $v=-\int\mathcal G\varrho-\phi+v_{xc}$.

First-order perturbation theory gives $\delta\epsilon_i=\delta v_{ii}$ and $\delta\psi_i=\sum_{l\ne i}\psi_l\,\delta v_{li}/(\epsilon_i-\epsilon_l)$, and $\partial N_i/\partial\mu=f_i/\pi=-\partial N_i/\partial\epsilon_i$ with $f_i=1/(1+e^{-\eta_i})$. Averaging the terms $(i,l)$ and $(l,i)$ in $2\sum_iN_i\psi_i\delta\psi_i$ gives $\delta\rho=\chi\,\delta v+D\,\delta\mu$ with
\begin{equation}
\chi=\sum_{il}W_{il}\,\psi_i\psi_l(z)\,\psi_i\psi_l(z'),\quad W_{il}=\frac{N_i-N_l}{\epsilon_i-\epsilon_l},\quad W_{ii}=-\frac{f_i}{\pi},
\end{equation}
and $D=\sum_if_i\psi_i^2/\pi$. Self-consistency adds $\delta v=K\delta\rho$, $K=\mathcal G+\delta(z-z')\,dv_{xc}/d\rho$, whence
\begin{equation}
C_0=S\int dz\,\big[(1-\chi K)^{-1}D\big](z).
\end{equation}
The diagonal terms $W_{ii}$ of $\chi$ carry the same factors $f_i$ as $D$, the density of states at the Fermi level, so $C_0$ is not proportional to $D$ in general. In a system where $D$ is small, as with $\mu$ in a gap, those diagonal terms become negligible, $C_0$ goes to zero in proportion to $D$, and either the step must shrink or $M$ must grow.

The equations were solved with three-point finite differences on a 0.4 bohr grid and Newton iteration on $v$. At $n=x=0$ this gives $\mu=-0.11589$ Ha and $C_0=1.2546$ $e^2$/Ha; a 0.2 bohr grid gives $-0.11615$ Ha and $1.2524$ $e^2$/Ha, a change of 0.2\% in $C_0$. Digits beyond the second below describe the 0.4 bohr model.

\subsection{Curvatures and frequencies}

The target is $\mu_{\rm ext}=-0.11589-0.02=-0.13589$ Ha. Newton iteration on the gradient of $\Omega$ finds $n^*=-0.04108$, $x^*=0.1033$ bohr. Central differences of $\mu$ and of the force give $A_{nn}=0.80805$ Ha, $A_{nx}=0.12562$ Ha/bohr, $A_{xx}=0.050002$ Ha/bohr$^2$. The response formula gives $C_0=1.2376$ $e^2$/Ha, the inverse of $A_{nn}$, or $1.30$ $\mu$F/cm$^2$. On this grid it is 1.4\% below the value at the origin, a measure of the anharmonicity. The equivalent plate distance $S/4\pi C_0=12.86$ bohr is shorter than the 14 bohr gap; the induced charge is centred about 1 bohr outside the background edge. Differentiating the force gives $A_{nx}=-S\int\partial_n\rho\;\partial_x\phi$, with $\partial_x\phi=-4\pi q/S$ left of the mobile sheet, zero to its right, and $S\int\partial_n\rho=1$. The small deficit from $4\pi q/S=0.12566$ Ha/bohr thus comes from the tail of the added charge that reaches the smeared sheet.

With $A_{nx},A_{xx}$ as $\lambda,k$: $1/C_{\rm rel}=0.80805-0.12562^2/0.050002=0.4925$ Ha, so $C_{\rm rel}=2.031$ $e^2$/Ha ($2.13$ $\mu$F/cm$^2$); relaxing $n$ and $x$ at shifted targets and differencing $n^*$ gives the same digits. For $M=10^5$,
\begin{align}
\omega_0^2&=8.0805\times10^{-6},\quad\omega_{\rm ion}^2=2.5001\times10^{-6},\quad \lambda^2/Mm=7.890\times10^{-12},\nonumber\\
\omega_\pm^2&=\big(5.2903\pm\sqrt{2.7902^2+7.890}\big)\times10^{-6}=(5.2903\pm3.9592)\times10^{-6}.
\end{align}
Thus $\omega_0=2.843\times10^{-3}$ (624 cm$^{-1}$, period 53.5 fs), $\omega_{\rm ion}=1.581\times10^{-3}$, $\omega_-=1.154\times10^{-3}$, $\omega_+=3.041\times10^{-3}$, and the upper bound is $3.253\times10^{-3}$. At $M=10^2$, $MC_0\omega_+^2=1.00012$, and at $M=10^9$, $MC_{\rm rel}\omega_-^2=0.99987$, in line with the leading corrections $100\times0.12562^2\times1.2376^2/20000=1.2\times10^{-4}$ and $-20000\times0.12562^2/(10^9\times0.05^2)=-1.3\times10^{-4}$.

\subsection{Trajectories with self-consistency at each step}

With the ion frozen and $\Delta t=200$, $a/2=0.28426$ and \eqref{shift} gives $\tilde\omega=2.88236\times10^{-3}$, 1.4\% above $\omega_0$. A least-squares sinusoid fitted to a small-amplitude trajectory has the same six digits. For $4M$ the bare frequency halves to $1.42131\times10^{-3}$, and both formula and fit give $1.42614\times10^{-3}$.

The stability limit is $2/\omega_+=657.6$ (15.9 fs), against $2/\omega_0=703.6$. At 0.97 of the limit, $\theta=2\arcsin0.97=2.6505$, and a small fast-mode displacement follows $\cos j\theta$ within $4\times10^{-5}$ of its initial amplitude over 40 steps. At 1.03 of the limit, $\Delta t=677.3$ is below the frozen-ion limit, yet $\cosh\gamma=2.06^2/2-1$ gives $\gamma=0.4887$, and the amplitude after ten steps has grown by 66.27, equal to $\cosh10\gamma$.

For $\varepsilon=0.005$, rule \eqref{rule} gives $\Delta t\le2\sqrt{0.005}/(3.253\times10^{-3})=43.5$ (1.05 fs). The choice $\Delta t=40$ (0.97 fs) needs $M\ge0.80805/(1.25\times10^{-5}-0.25\times10^{-5})=8.08\times10^4$, which $M=10^5$ satisfies.

A potential step, started at rest from $n=x=0$ and run for 200 steps, has $H-\Omega_{\min}=4.126\times10^{-4}$ Ha. The swing of $H$ is $8.0\times10^{-7}$ Ha, or 0.00195 of that energy, under the harmonic bound $0.1217^2/4=0.0037$. By \eqref{shadow} the bound is approached when all the energy is in the fast mode. In that mode $\delta n$ and $\delta x$ have the same sign, since $(\omega_+^2-\omega_0^2)M\delta n=\lambda\,\delta x$ with $\lambda>0$, whereas the initial displacement $(-n^*,-x^*)$ has opposite signs, so part of the energy is in the slow mode. Doubling $\Delta t$ multiplies the swing by 3.99, near the factor 4 in \eqref{shadow}, and $\tilde H$ swings by $9\times10^{-9}$ Ha. The charge ranges from $-0.08014$ to 0, so omitting the reservoir term from $H$ leaves a swing of $0.13589\times0.08014=0.0109$ Ha. The Fermi level sweeps from $-0.1558$ to $-0.1159$ Ha, about 0.02 Ha on each side of the target.

\subsection{Canonical fluctuations}

At 300 K, $k_BT=9.500\times10^{-4}$ Ha. A $6\times6$ Gauss--Hermite quadrature along the Hessian eigenvectors, reweighted with the self-consistent $\Omega$, gives $\langle\mu\rangle-\mu_{\rm ext}=-1\times10^{-9}$ Ha and a root-mean-square deviation of 0.02769 Ha, equal to $\sqrt{k_BT\langle\partial_n^2A\rangle}$; the harmonic value is $\sqrt{9.500\times10^{-4}\times0.80805}=0.02771$ Ha. The charge fluctuates by 0.04398, close to $\sqrt{k_BT\,C_{\rm rel}}=0.04392$ and well above $\sqrt{k_BT\,C_0}=0.03429$. The spread of $\mu$, 0.75 eV, exceeds the applied shift of 0.02 Ha: in a cell this small the target is held on average, and the spread falls as $S^{-1/2}$ where $C_0\propto S$, whatever the value of $M$.
